# Hidden SU(2) symmetry of the triangular Hubbard model at phase 2π/3, part 2

The subject is a triangular-lattice Hubbard model whose hopping phase is opposite for the two valleys. Spin and valley are locked together in one label, $\sigma=+1$ ($\uparrow$) or $\sigma=-1$ ($\downarrow$). The lattice vectors $\mathbf a_1$, $\mathbf a_2$ and $\mathbf a_3=-\mathbf a_1-\mathbf a_2$, of equal length and at $120^\circ$ to each other, orient every bond once; these are the arrows. The Hamiltonian is

$$H=-t\sum_{i,\mathbf a,\sigma}\left(e^{i\sigma\phi}c^\dagger_{i+\mathbf a,\sigma}c_{i\sigma}+\text{h.c.}\right)+U\sum_i n_{i\uparrow}n_{i\downarrow},\qquad t>0.$$

At $\phi=2\pi/3$ the gauge map $c_{j\sigma}=e^{i\sigma\theta_j}d_{j\sigma}$, a pair of opposite momentum shifts for the two valleys, removes the bond phases. Here $\mathbf R_j=n_1\mathbf a_1+n_2\mathbf a_2$ and

$$\theta_j=\frac{2\pi}{3}(n_1+n_2)\pmod{2\pi}.$$

In this hidden frame $H$ is the ordinary Hubbard model. Its SU(2) symmetry is generated by the sums over sites of the hidden spins $\tilde S_j^+=e^{2i\theta_j}S_j^+$, their adjoints and $\tilde S_j^z=S_j^z$, with $S_j^+=c^\dagger_{j\uparrow}c_{j\downarrow}$. Density interactions preserve it.

With one particle per site and $U\gg t$, the bond formula of the first half, to second order in $t$, is

$$H_{ij}=J\left[S_i^zS_j^z+\cos2\phi\,(S_i^xS_j^x+S_i^yS_j^y)-\sin2\phi\,(\mathbf S_i\times\mathbf S_j)_z-\frac14\right],\qquad J=\frac{4t^2}{U}.$$

The term in $(\mathbf S_i\times\mathbf S_j)_z$ is the Dzyaloshinskii–Moriya interaction. At $\phi=2\pi/3$, among product states, the in-plane physical ferromagnet and its $120^\circ$ partner (spin step $-120^\circ$ along each arrow) are degenerate, at $-\frac38J$ per bond. A small violation of the hidden symmetry can choose between them.

The computed results at the end also list earlier checks. In the two-particle torus test, the mismatch is the distance from the worst-matched parallel-spin level to its nearest partner among the levels of two opposite spins. It vanishes when the states form spin multiplets.

The question now is where the phase comes from, and whether $2\pi/3$ is a coincidence of tuning.

**A.** In a twisted bilayer it has a simple origin when the carriers live in one layer. Consider holes in twisted WSe$_2$, labelled by the momentum of the missing electron. Changing that label convention would reverse both phases. In the moire Brillouin zone the band edge of the bottom layer lies at a corner $\boldsymbol\kappa_b$ for valley $+$. With a moire potential $\Delta_b(\mathbf r)$ acting on valence electrons, the hole Hamiltonian of that layer is

$$h_b=\frac{\hbar^2}{2m}(-i\nabla-\boldsymbol\kappa_b)^2-\Delta_b(\mathbf r).$$

Write the wave function as $e^{i\boldsymbol\kappa_b\cdot\mathbf r}f(\mathbf r)$. The gradient acting on the exponential cancels $\boldsymbol\kappa_b$, and $f$ obeys a Schrödinger equation with real coefficients. If $f$ is a solution with momentum $\mathbf p$, then $f^*$ is one with momentum $-\mathbf p$ and the same energy. The band is therefore even about $\boldsymbol\kappa_b$:

$$\varepsilon_+(\boldsymbol\kappa_b+\mathbf p)=\varepsilon_+(\boldsymbol\kappa_b-\mathbf p).$$

The hopping amplitude over a lattice vector $\mathbf R$ is the Fourier coefficient of the band, averaged over the Brillouin zone:

$$T_+(\mathbf R)=\left\langle\varepsilon_+(\mathbf k)e^{i\mathbf k\cdot\mathbf R}\right\rangle_{\mathbf k}
=e^{i\boldsymbol\kappa_b\cdot\mathbf R}\,\tilde T(\mathbf R),\qquad
\tilde T(\mathbf R)=\left\langle\varepsilon_+(\boldsymbol\kappa_b+\mathbf p)e^{i\mathbf p\cdot\mathbf R}\right\rangle_{\mathbf p}.$$

Evenness makes $\tilde T$ real. The vector $\boldsymbol\kappa_b$ has length $4\pi/3a$, where $a$ is the moire period, and I take its direction as $(-\sqrt3/2,-1/2)$. With arrows at $30^\circ$, $150^\circ$ and $270^\circ$, its products with the bond vectors are $-4\pi/3$, $2\pi/3$ and $2\pi/3$, all equal to $2\pi/3$ modulo $2\pi$. If $\tilde T=-t$ is negative on the nearest bonds, then $T_+=-te^{2\pi i/3}$. The other valley has the complex conjugate.

Physically, a single layer with a scalar moire potential, taken in this parabolic-band description, treats its two valleys alike apart from their momentum origins. The hidden SU(2) is that equivalence, written in a common momentum frame.

**Q.** Real bands also have longer hops. Do they spoil it?

**A.** They are harmless if the same momentum shift makes them equal for the two valleys. Time reversal makes $\tilde T$ for one valley the complex conjugate of $\tilde T$ for the other, so the condition is that $\tilde T(\mathbf R)$ be real. For a second neighbour $\mathbf a_1-\mathbf a_2$ the shift phase is zero, so the original amplitude must be real. For a third neighbour $2\mathbf a$ the original amplitude must carry the phase $4\pi/3$, up to a sign. In the single-layer limit every $\tilde T$ is real, so all of these conditions hold together.

**Q.** But the other layer exists, and holes tunnel into it.

**A.** That is where the symmetry becomes approximate. For valley $+$, with layers ordered bottom, top, the model is

$$h=\begin{pmatrix}\dfrac{\hbar^2(-i\nabla-\boldsymbol\kappa_b)^2}{2m}-\Delta_b-\dfrac u2&-\Delta_T\\[2mm]-\Delta_T^*&\dfrac{\hbar^2(-i\nabla-\boldsymbol\kappa_t)^2}{2m}-\Delta_t+\dfrac u2\end{pmatrix}.$$

Here $u$ is the layer bias, $\boldsymbol\kappa_t=(4\pi/3a)(-\sqrt3/2,1/2)$, and

$$\Delta_{b,t}=2V_m\sum_{j=1,3,5}\cos(\mathbf G_j\cdot\mathbf r\pm\psi),\qquad
\Delta_T=w\left(1+e^{-i\mathbf G_2\cdot\mathbf r}+e^{-i\mathbf G_3\cdot\mathbf r}\right).$$

The upper sign belongs to the bottom layer. The vectors $\mathbf G_j$ have length $4\pi/\sqrt3a$ and directions $60^\circ(j-1)$. Removing $\boldsymbol\kappa_b$ from both layers leaves $\boldsymbol\kappa_t-\boldsymbol\kappa_b$ in the top layer, so the equation is no longer real and the evenness argument fails. In the shifted frame the valley energies at $\mathbf p$ are $\varepsilon_+(\boldsymbol\kappa_b\pm\mathbf p)$. Half their difference is the odd part of the band,

$$\varepsilon_{\rm odd}(\mathbf p)=\frac12\left[\varepsilon_+(\boldsymbol\kappa_b+\mathbf p)-\varepsilon_+(\boldsymbol\kappa_b-\mathbf p)\right],$$

and it measures how far the hopping violates the hidden SU(2).

**Q.** Put numbers in. How large is the violation?

**A.** I take a twist of $3.0^\circ$, a lattice constant of $0.33$ nm, a mass of $0.43\,m_e$, $V_m=9$ meV, $\psi=128^\circ$ and $w=18$ meV. These are rough typical values for twisted WSe$_2$. The moire period is

$$a=\frac{0.33\ \text{nm}}{2\sin1.5^\circ}=6.30\ \text{nm}.$$

With tunnelling switched off, the lowest hole band gives $t=2.60$ meV and $\phi=120.00^\circ$, which confirms the sign assumed for $\tilde T$. With tunnelling on, and everything except the bias held fixed, the results are:

- $u=60$ meV: $t=2.82$ meV, $\phi=119.59^\circ$, largest odd part $0.70$ meV.
- $u=100$ meV: $t=2.80$ meV, $\phi=119.42^\circ$, largest odd part $0.32$ meV.
- $u=150$ meV: $t=2.76$ meV, $\phi=119.63^\circ$, largest odd part $0.16$ meV.

At the unphysically large bias of $2000$ meV, used as a check of the limit, the phase is $119.997^\circ$.

**Q.** The phase is worse at 100 meV than at 60 meV. That contradicts your picture of stronger polarization giving better symmetry.

**A.** It shows that the nearest-neighbour phase is an incomplete measure. The odd part falls at each step of this list, although the phase error does not. At $u=100$ meV the amplitudes in the shifted frame are, in meV,

$$\tilde T_1=-2.803+0.028i,\qquad \tilde T_2=0.518,\qquad \tilde T_3=0.269-0.015i,$$

for first, second and third neighbours. The imaginary part of $\tilde T_2$ is zero to the printed digits.

Adding the terms for $\mathbf R$ and $-\mathbf R$ shows that an imaginary part contributes $2\,\mathrm{Im}\tilde T\sum\sin(\mathbf p\cdot\mathbf R)$ to the odd band, summed over three oriented vectors. At a corner with $\mathbf p\cdot\mathbf a=2\pi/3$ the sum is $3\sqrt3/2=2.60$ for first neighbours and $-2.60$ for third neighbours. These are also the largest magnitudes the sums can reach. The contributions are

$$2(0.0283)(2.60)=0.147\ \text{meV},\qquad 2(-0.0145)(-2.60)=0.075\ \text{meV}.$$

They add to $0.22$ meV, while the largest odd part is $0.32$ meV. The remaining $0.10$ meV, to two digits, comes from longer hops. I have no derived explanation for the non-monotonic phase itself.

**Q.** What do these violations do to the magnet?

**A.** Choose $u=100$ meV and a round model value $U=80$ meV, with one hole per moire cell. Then $U/t=28.5$, which is deep in the strong-coupling regime, and the superexchange of the on-site model is

$$J=\frac{4(2.803\ \text{meV})^2}{80\ \text{meV}}=0.393\ \text{meV}=4.6\ \text{K}.$$

Let $\delta=\phi-120^\circ=-0.58^\circ$. In the hidden frame the bond formula of the first half applies with $\phi$ replaced by $\delta$. The residual Dzyaloshinskii–Moriya part of this superexchange is

$$J|\sin2\delta|=0.393\times0.0202=0.008\ \text{meV},$$

two per cent of $J$. The planar anisotropy $J(1-\cos2\delta)$ is about $8\times10^{-5}$ meV, smaller by another factor of about a hundred because it is quadratic in $\delta$. These two numbers are for superexchange with the bare hopping only, and they are not the largest violations. With tunnelling on, the direct exchange discussed below also breaks the hidden SU(2). For the two-layer orbitals at this bias and a dielectric constant of $10$, it gives a Dzyaloshinskii–Moriya term of about $0.07$ meV with the opposite sign and a planar anisotropy of about $0.004$ meV.

At $0.1$ K the thermal energy is $0.0086$ meV. It is well below $J$, close to the residual superexchange term on one bond, and about eight times smaller than the direct-exchange term. That comparison alone does not say which order appears, because an ordered region contains many bonds and their energies add.

Away from the Mott insulator the band itself matters. The two valley energies in the hidden frame differ by up to $2\times0.32=0.64$ meV, against a bandwidth of $25$ meV. For mobile holes that splitting, equivalent to about $7$ K, is the relevant violation.

**Q.** You kept one band, one hopping and one repulsion. Which omission is largest?

**A.** For the magnet it is probably direct exchange between neighbouring orbitals, which a repulsion built only from densities leaves out. In the single-layer limit it adds $-2X\,\tilde{\mathbf S}_i\cdot\tilde{\mathbf S}_j$ to each bond, apart from a constant, and so keeps the hidden SU(2). For the single-layer orbitals and a Coulomb repulsion with dielectric constant $10$, $X$ is roughly $0.64$ meV. Then $-2X\approx-1.3$ meV is larger than the superexchange and has the opposite sign. The values of $J$ given here are therefore superexchange only, and they do not settle whether the total exchange is antiferromagnetic. The charge of the other holes also changes the hopping. In the same single-layer limit, and with the same dielectric constant, it moves the nearest-neighbour amplitude from $-2.6$ to about $-3.7$ meV. That roughly doubles the superexchange and keeps the hidden SU(2), but it is not included in the values of $J$ given here. Mixing with higher bands is not calculated and could also matter.

The neighbour repulsion changes the superexchange itself. With the same chosen dielectric constant of $10$, two holes one period apart repel by

$$V=\frac{e^2}{4\pi\epsilon_0\,(10)\,a}=22.8\ \text{meV}.$$

Surrounding hBN without further screening would give about twice this value. In the virtual state the hole has left site $i$ for its neighbour $j$. The repulsion $V$ between them is gone. The departed hole also no longer repels the other five neighbours of $i$, but the extra hole on $j$ repels the other five neighbours of $j$. Those two changes cancel, and the cost is $U-V$. Hence

$$J=\frac{4t^2}{U-V}=\frac{4(2.803)^2}{57.2}\ \text{meV}=0.55\ \text{meV},$$

an increase of $40\%$ over the value without $V$. With one hole on every site, repulsion of longer range cancels in the same way, because $i$ and $j$ have equivalent surroundings. It is a density interaction, so it changes $J$ without breaking the hidden SU(2).

The second-neighbour hopping adds an exchange that, for the same energy cost, is a fraction $(0.518/2.803)^2=0.034$ of $J$. It also preserves the symmetry, since $\tilde T_2$ is real to the digits printed. The next hole band lies at least $16.9$ meV above the lowest at equal momentum, and the overall gap between the bands is $12.4$ meV. The bands are separate, but $U$ and $V$ both exceed this gap, so interactions can mix them. Together with the change of hopping caused by the other holes, this makes the one-band value of $J$ only an order-of-magnitude estimate of the superexchange.

**Q.** Is this a device anyone could hold at that bias?

**A.** The bias is demanding. A layer distance of $0.65$ nm gives a field between the layers of

$$\frac{0.100\ \text{V}}{0.65\ \text{nm}}=1.54\ \text{MV/cm}.$$

Take dielectric constants of $7$ for WSe$_2$ and $3.5$ for the surrounding hBN. Across the empty layer the displacement field is continuous, which doubles the field to $3.1$ MV/cm in the hBN on that side. About $3\%$ of the hole weight lies in the other layer at this bias. Neglecting that, the occupied layer carries one hole per moire cell of area $A=\sqrt3a^2/2=34.4$ nm$^2$. Its charge adds $e/(3.5\,\epsilon_0A)=1.5$ MV/cm in the hBN on its side, giving about $4.6$ MV/cm there. Good thin hBN breaks down at roughly $10$ MV/cm, so the field is high but has some margin. A twist near $3^\circ$ is within the range studied in real twisted WSe$_2$. Real samples break the assumption of a purely on-site repulsion. The neighbour repulsion moves the superexchange from $0.39$ to $0.55$ meV, and direct exchange may reverse the sign of the total. They also have lattice relaxation, twist-angle variation and interaction-induced band changes, whose effects are not calculated here. The small phase error of $0.6^\circ$ is a result of this continuum model and its rough parameters, not a measured property. It belongs to the bare hopping. Including the charge of the other holes, with dielectric constant $10$, doubles it to about $1.2^\circ$ and raises the Dzyaloshinskii–Moriya part of the superexchange to about $0.05$ meV.

**Q.** What would convince you that the hidden symmetry had been lost in such a system?

**A.** In the model, a sizeable odd part of the band about $\boldsymbol\kappa_b$ would do so, or a Dzyaloshinskii–Moriya term that remains in the hidden frame. A magnetic field that couples to $S^z$ also reduces the symmetry, to rotations about $z$. It does so mildly, because $\sum_jS_j^z$ is itself a generator: each hidden multiplet splits into equally spaced levels and its states are otherwise unchanged. A uniform in-plane field acting on the valley spin is different. In the hidden frame it points in three directions on the three sublattices, so it favours the physical ferromagnet over its $120^\circ$ partner. This is a statement about the model: $S^+$ moves a hole from one valley to the other, so the in-plane ferromagnet is a state of coherence between valleys, and a laboratory in-plane magnetic field barely couples to it in WSe$_2$. The finer digits of the quantities used here are in the numerical output.

## Computed results

```
Four-site cluster, t = 1, U = 7, neighbour repulsion 1.3 (units of t)
largest element of [H, hidden S+]: 1.2e-15 t
largest element of [H, uniform S+]: 1.732 t
largest error of the gauge map: 7.9e-15 t
Two particles on a torus, U = 8 t
multiplet mismatch, 3x3 torus, phi = 120 deg: 9.8e-15 t
multiplet mismatch, 4x4 torus, phi = 120 deg: 0.2782 t
mismatch, 3x3 torus, phi = 20 deg: 0.1765 t
phases with multiplets, scan in 20 deg steps (deg): [0, 60, 120, 180, 240, 300, 360]
Spin exchange on a bond at phi = 120 deg, in units of J = 4 t^2/U
coefficient of SzSz: 1.0000 J
coefficient of SxSx+SySy: -0.5000 J
coefficient of (Si x Sj)_z: 0.8660 J
bond energy, in-plane spin step 0 deg: -0.3750 J
bond energy, in-plane spin step -120 deg: -0.3750 J
bond energy, in-plane spin step 120 deg: 0.0000 J
Twisted WSe2, rough typical parameters
twist 3.0 deg, lattice constant 0.33 nm, mass 0.43 m_e
moire potential V 9 meV, its phase 128 deg
interlayer tunnelling w 18 meV
moire period: 6.30 nm
no tunnelling: t = 2.600 meV, phi = 120.0000 deg
bias 2000 meV (limit check only): phi = 119.9972 deg
bias 60 meV: t = 2.817 meV, phi = 119.59 deg, odd part = 0.696 meV
bias 100 meV: t = 2.803 meV, phi = 119.42 deg, odd part = 0.322 meV
bias 150 meV: t = 2.758 meV, phi = 119.63 deg, odd part = 0.161 meV
Example at bias 100 meV, chosen U = 80 meV
bandwidth: 25.28 meV; U/t: 28.5
smallest direct gap to next hole band: 16.86 meV
overall gap to next hole band (negative = overlap): 12.38 meV
phi minus 120 deg: -0.579 deg
first-neighbour amplitude after gauge map: real -2.8025, imaginary 0.0283 meV
second-neighbour amplitude after gauge map: real 0.5179, imaginary -0.0000 meV
third-neighbour amplitude after gauge map: real 0.2694, imaginary -0.0145 meV
J = 4t^2/U: 0.3927 meV = 4.56 K
residual DM exchange J|sin(2 delta)|: 0.0079 meV
residual planar anisotropy J(1-cos(2 delta)): 0.00008 meV
neighbour repulsion, chosen dielectric constant 10: 22.8 meV
J with neighbour repulsion, 4t^2/(U-V): 0.5497 meV
thermal energy at 0.1 K: 0.0086 meV
layer distance 0.65 nm, dielectric constants: WSe2 7.0, hBN 3.5
field between layers: 1.54 MV/cm; in hBN: 3.08 MV/cm
```
